# Why an Unrestricted Hartree-Fock Minimiser Has No Unfilled Shell, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy of one orbital exchange and the gap

**Q.** A carbon ion C⁺ has five electrons. Two go into 1s, two into 2s, and one is left for 2p, which has room for six. That is an unfilled shell. How can anyone claim that Hartree-Fock theory has none?

**A.** The sixfold 2p level belongs to a spherical, spin-independent mean field. The claim concerns the field that the minimising determinant itself produces, which need not have that symmetry. Let $\varepsilon_1\le\dots\le\varepsilon_N$ be the occupied levels of that field. The claim is that every empty level lies strictly above $\varepsilon_N$, so no degenerate level is partly filled.

**Q.** Then fix what "minimising" means. Minimising over what?

**A.** Over all Slater determinants of $N$ orthonormal spin-orbitals $\varphi_i(x)$, where $x=(\mathbf r,\sigma)$ is position and spin and $\int dx$ includes the spin sum. The spin-orbitals may be complex and may mix spin up with spin down. No spatial symmetry is imposed. This is the sense of "unrestricted" here; it is wider than the scheme in which each orbital has pure spin.

In Hartree atomic units the Hamiltonian is

$$H=\sum_{i=1}^N h_i+\sum_{i<j}V(x_i,x_j),\qquad h=-\tfrac12\nabla^2-\frac Zr,\qquad V=\frac1{|\mathbf r-\mathbf r'|}.$$

The nucleus is fixed and relativity is left out. The orbitals have finite kinetic energy. I assume that a minimiser exists; the argument describes it and does not construct it.

**Q.** Write its energy. I do not want to accept the exchange term on faith.

**A.** Expand the normalised determinant $\Phi$ along its first column:

$$\Phi=\frac1{\sqrt N}\sum_i\pm\,\varphi_i(x_1)\,\Phi^{(i)}(x_2,\dots,x_N).$$

Here $\Phi^{(i)}$ is the normalised determinant without $\varphi_i$. Different $\Phi^{(i)}$ are orthogonal, so one particle contributes $N^{-1}\sum_i\langle\varphi_i|h|\varphi_i\rangle$, and $N$ particles contribute $\sum_i\langle\varphi_i|h|\varphi_i\rangle$.

For the repulsion, expand along the first two columns. The $2\times2$ minors are $\sqrt2\,A_{ij}$, with

$$A_{ij}(x,y)=\frac{\varphi_i(x)\varphi_j(y)-\varphi_j(x)\varphi_i(y)}{\sqrt2},$$

and the complementary minors are $\sqrt{(N-2)!}$ times normalised determinants $\Phi^{(ij)}$. With the prefactor $1/\sqrt{N!}$ of $\Phi$,

$$\Phi=\sqrt{\frac{2}{N(N-1)}}\sum_{i<j}\pm A_{ij}(x_1,x_2)\,\Phi^{(ij)}(x_3,\dots,x_N).$$

The $\Phi^{(ij)}$ are again orthonormal. One pair of particles therefore contributes $\frac{2}{N(N-1)}\sum_{i<j}\iint V|A_{ij}|^2$, and there are $N(N-1)/2$ pairs. The factors cancel:

$$E=\sum_i\langle\varphi_i|h|\varphi_i\rangle+\sum_{i<j}D(\varphi_i,\varphi_j),\tag{1}$$

$$D(f,g)=\tfrac12\iint V(x,y)\,\bigl|f(x)g(y)-g(x)f(y)\bigr|^2dx\,dy.\tag{2}$$

**Q.** Where are the direct and exchange integrals?

**A.** They appear when the square in (2) is expanded. The two squared terms are equal after interchanging $x$ and $y$, which removes the factor $\frac12$. The cross terms give

$$D(f,g)=\iint V|f(x)|^2|g(y)|^2-\iint V\,\rho(x)\rho^*(y),\qquad \rho(x)=f^*(x)g(x).\tag{3}$$

The last integral is real because interchanging $x$ and $y$ turns it into its complex conjugate. The first term is the direct repulsion and the second is exchange. Form (2) shows two facts at once: $D(f,f)=0$, so an electron does not repel itself, and $D(f,g)\ge0$.

**Q.** And the mean field whose levels you compare?

**A.** For any $f$ of finite kinetic energy, define the Fock operator $F$ by its expectation value

$$\langle f|F|f\rangle=\langle f|h|f\rangle+\sum_{j=1}^N D(\varphi_j,f).\tag{4}$$

By (3) this is $F=h+J-K$, with

$$(Jf)(x)=\sum_j\int V(x,y)|\varphi_j(y)|^2dy\,f(x),$$
$$(Kf)(x)=\sum_j\varphi_j(x)\int V(x,y)\varphi_j^*(y)f(y)\,dy.$$

The sum in (4) runs over all occupied orbitals. If $f$ is itself occupied, its own term drops out because $D(f,f)=0$, and it feels $N-1$ electrons. An empty orbital feels all $N$.

**Q.** That asymmetry looks like the source of your gap. But levels are not total energies. The sum of occupied levels counts every repulsion twice.

**A.** So compare total energies. Take an occupied $u$ and replace it by a unit vector $w$ orthogonal to the other occupied orbitals. Equation (1) gives

$$\Delta E=\langle w|h|w\rangle-\langle u|h|u\rangle+\sum_{\varphi_j\ne u}\bigl[D(\varphi_j,w)-D(\varphi_j,u)\bigr].$$

Now complete both sums over $j$. In the first, the missing term is $D(u,w)$, which must be subtracted again. In the second it is $D(u,u)=0$. With (4),

$$\Delta E=\langle w|F|w\rangle-\langle u|F|u\rangle-D(u,w).\tag{5}$$

This $F$ is the operator of the original determinant. Nothing has been expanded or neglected. The subtraction has a plain meaning: $w$ should not be repelled by the electron that has just left $u$.

**Q.** Then swap $u$ for an empty eigenfunction $v$ and you are done.

**A.** Not quite. We do not yet know that occupied orbitals can be chosen as eigenfunctions of $F$. A continuous rotation supplies that. Let $v$ be a unit vector orthogonal to all occupied orbitals, and set

$$w=\cos\theta\,u+\sin\theta\,v.$$

The quadratic form of $F$ gives

$$\langle w|F|w\rangle=\cos^2\theta\,F_{uu}+\sin^2\theta\,F_{vv}+2\sin\theta\cos\theta\,\mathrm{Re}\,F_{uv},$$

where $F_{uv}=\langle u|F|v\rangle$. In $D(u,w)$ the part of $w$ along $u$ cancels from the antisymmetric product:

$$u(x)w(y)-w(x)u(y)=\sin\theta\,[u(x)v(y)-v(x)u(y)].$$

Hence $D(u,w)=\sin^2\theta\,D(u,v)$. Using $\cos^2\theta-1=-\sin^2\theta$ in (5),

$$\Delta E(\theta)=\sin2\theta\,\mathrm{Re}\,F_{uv}+\sin^2\theta\,\bigl[F_{vv}-F_{uu}-D(u,v)\bigr].\tag{6}$$

**Q.** A closed form at every angle, for an energy that is quartic in the orbitals? I would like that checked without the Fock operator on both sides.

**A.** It was tested with three particles on six points, using random complex one-body terms, random positive pair repulsions and random complex orbitals. The energy was evaluated from the fully antisymmetrised three-particle wave function and compared with (6) at four angles. The largest difference was $1.1\times10^{-15}$ in the units of that model, which is rounding. The quartic terms are absent because one orbital changes at a time, and an orbital has no repulsion with itself.

**Q.** Good. Now use the minimum.

**A.** For small $\theta$ the first term of (6) is $2\theta\,\mathrm{Re}\,F_{uv}$, while the second is of order $\theta^2$. If $\mathrm{Re}\,F_{uv}$ were nonzero, one sign of $\theta$ would lower the energy. So $\mathrm{Re}\,F_{uv}=0$. Replacing $v$ by $iv$, which is also allowed, turns $F_{uv}$ into $iF_{uv}$, whose real part is $-\mathrm{Im}\,F_{uv}$. That vanishes too:

$$\langle u|F|v\rangle=0\quad\text{for every occupied }u\text{ and every }v\text{ orthogonal to the occupied space}.\tag{7}$$

Here $u$ may be any unit vector in the occupied space. A unitary change among occupied orbitals multiplies the determinant by a phase, so every such vector can be made one of the orbitals.

**Q.** $F$ is unbounded. Does (7) really give eigenfunctions, or merely vanishing matrix elements?

**A.** Take any $f$ of finite kinetic energy and subtract its occupied part $\sum_j\varphi_j\langle\varphi_j|f\rangle$. The remainder also has finite kinetic energy, so (7) applies to it. Therefore

$$\langle f|F|u\rangle=\sum_j\langle f|\varphi_j\rangle\langle\varphi_j|F|u\rangle=\Bigl\langle f\Big|\sum_j\varphi_jF_{ju}\Bigr\rangle .$$

The quadratic form acts on $u$ like an inner product with a square-integrable function. By the definition of the self-adjoint operator belonging to the form, $u$ is in its domain and $Fu=\sum_j\varphi_jF_{ju}$. The occupied space is thus invariant. Diagonalising the Hermitian $N\times N$ matrix $F_{ij}$ gives occupied eigenfunctions with levels $\varepsilon_1,\dots,\varepsilon_N$.

Its orthogonal complement is invariant as well. If an eigenfunction of $F$ has parts in both spaces, each part is separately an eigenfunction with the same eigenvalue. So all eigenfunctions can be sorted into occupied and empty ones.

**Q.** So far the occupied levels might be any $N$ levels, not the lowest.

**A.** The second term of (6) decides that. For an occupied eigenfunction $u$ and an empty eigenfunction $v$,

$$0\le\Delta E(\theta)=\sin^2\theta\,\bigl[\varepsilon_v-\varepsilon_u-D(u,v)\bigr].$$

Divide by $\sin^2\theta>0$:

$$\boxed{\;\varepsilon_v-\varepsilon_u\ \ge\ D(u,v)\;}\tag{8}$$

**Q.** That gives "at least". You promised "strictly above".

**A.** We need $D(u,v)>0$. The squared norm of the antisymmetric product is

$$\iint|u(x)v(y)-v(x)u(y)|^2dx\,dy=2\bigl(1-|\langle u|v\rangle|^2\bigr)=2 .$$

The product is therefore nonzero on a set of positive measure. Since $V>0$ there, the integral (2) is positive. Together with (8) this proves $\varepsilon_v>\varepsilon_u$ for every occupied-empty pair, including $u$ at the level $\varepsilon_N$.

**Q.** Would a local minimum have been enough?

**A.** Yes. Equation (7) used small angles, and afterwards the sign of $\Delta E$ is the same at all angles, because it is a fixed number times $\sin^2\theta$. A negative bracket would lower the energy at arbitrarily small rotation.

**Q.** What happens if the particles do not repel each other?

**A.** With $V=0$, (8) still holds, but its right side is zero. One electron beyond a closed shell may then be put into any orbital of the next degenerate level without changing the energy, and the other orbitals of that level stay empty at the same height. A closed shell can have a gap without repulsion, but it is repulsion that guarantees a strict gap in every case. The inequality gives a lower bound on the level difference for each occupied-empty pair.

**Q.** Does the gap equal the energy needed to excite the atom?

**A.** No. Setting $\theta=90^\circ$ gives the cost of moving one electron from $u$ to $v$ with the other orbitals frozen:

$$\Delta E=\varepsilon_v-\varepsilon_u-D(u,v).\tag{9}$$

The term $-D$ acts as an attraction between the promoted electron and the hole it leaves. A large gap between levels can therefore accompany a small promotion energy. The theorem says that this frozen promotion energy is not negative.
## Second half: the continuum, the limits and the ion C⁺

The symbols are as before. $\varphi_1,\dots,\varphi_N$ are the occupied spin-orbitals of a minimising determinant, $F=h+J-K$ is its Fock operator, and $D(u,v)$ is the direct minus exchange repulsion of two orbitals. For occupied $u$ and any unit vector $v$ orthogonal to the occupied space, $F_{uv}=0$ and $\Delta E=\sin^2\theta\,[F_{vv}-F_{uu}-D(u,v)]\ge0$. For eigenfunctions this reads $\varepsilon_v-\varepsilon_u\ge D(u,v)>0$.

**Q.** You compared eigenvalues. An atom also has a continuum. If there is no empty bound level, what lies above $\varepsilon_N$?

**A.** The continuum edge, which is at zero. I will show this first, and then that $\varepsilon_N<0$ whenever $N<Z+1$, which covers neutral atoms and positive ions.

The tool is Hardy's inequality. Expand a square and integrate by parts, using $\nabla\!\cdot(\mathbf r/r^2)=1/r^2$:

$$0\le\int\Bigl|\nabla f+\frac{\mathbf r}{2r^2}f\Bigr|^2=\int|\nabla f|^2+\Bigl(\frac14-\frac12\Bigr)\int\frac{|f|^2}{r^2},$$

so $\int|f|^2/r^2\le4\int|\nabla f|^2$. The origin may be placed anywhere.

The exchange operator $K$ has the kernel $\gamma(x,y)/|\mathbf r-\mathbf r'|$, with $\gamma(x,y)=\sum_j\varphi_j(x)\varphi_j^*(y)$. Hardy's inequality in $\mathbf r$ at fixed $y$ gives

$$\iint\frac{|\gamma(x,y)|^2}{|\mathbf r-\mathbf r'|^2}\,dx\,dy\le4\sum_j\int|\nabla\varphi_j|^2<\infty ,$$

so $K$ is a Hilbert-Schmidt operator and hence compact.

The potential $J$ is bounded and tends to zero at large distance. To see this, cut each $|\varphi_j|^2$ at a large radius. By Cauchy-Schwarz and Hardy, the outer part contributes at most $2\|\varphi_j\|_{\rm out}\|\nabla\varphi_j\|$, which is as small as desired. The inner part falls off as one over the distance. The nuclear attraction also vanishes far away and is locally square-integrable. Such potentials are relatively compact with respect to $-\frac12\nabla^2$. By Weyl's theorem $F$ has the same essential spectrum as $-\frac12\nabla^2$, namely $[0,\infty)$. Below zero there are isolated eigenvalues alone.

**Q.** And why is $\varepsilon_N$ below zero?

This part has shown that, for a minimising determinant, every empty level lies above every occupied one by at least $D(u,v)>0$, and that the continuum of $F$ begins at zero. It remains to show that $\varepsilon_N<0$ whenever $N<Z+1$, and to examine finite bases and the ion C⁺.
